Nonzero Off-Diagonal Mueller Blocks Do Not Prove Chirality

**What a mirror allows**

A beam strikes a flat crystal surface, with xz as the plane of incidence and z pointing into the crystal. The crystal is uniaxial, with optic axis along the unit vector c = (c_x, c_y, c_z). Its response is

D = εE, B = H, ε = ε_o I + Δ c cᵀ, Δ = ε_e − ε_o.

It is achiral: inversion through a point leaves this response unchanged. A chiral coupling of D to H would change sign, because inversion reverses E but not H.

Now reflect the whole experiment in the incidence plane, y → −y. The beams stay where they are. Fields polarized in the plane (p) are unchanged, fields along y (s) change sign, and c_y becomes −c_y. Let r_ps be the reflected p amplitude for unit incident s amplitude, the first index naming the outgoing polarization. Then

r_ps(−c_y) = −r_ps(c_y), r_sp(−c_y) = −r_sp(c_y),

while r_pp and r_ss are even in c_y. Each cross amplitude is therefore an odd function of c_y. A half-space has no length to compare with the wavelength, so the amplitude depends only on ε_o, ε_e, the direction of c and the incidence angle. It must vanish for c_y = 0. It must also vanish for c along y, since c and −c describe the same crystal. Otherwise the mirror does not forbid it, although the material is achiral.

**From amplitudes to Mueller blocks**

The fields vary as exp(−iωt) and Gaussian units are used. The Stokes parameters are

S0 = |E_p|² + |E_s|², S1 = |E_p|² − |E_s|²,
S2 = 2Re(E_p E_s*), S3 = −2Im(E_p E_s*).

The off-diagonal blocks of the Mueller matrix M connect (S0, S1) with (S2, S3). To find the upper right block, write E_p′ = r_pp E_p + r_ps E_s and E_s′ = r_sp E_p + r_ss E_s. The interference terms in the outgoing intensities are

|E_p′|²: 2Re(u E_p E_s*), u = r_pp r_ps*,
|E_s′|²: 2Re(v E_p E_s*), v = r_sp r_ss*.

Since E_p E_s* = (S2 − iS3)/2, the first equals Re(u) S2 + Im(u) S3, and likewise for v. Adding and subtracting the two intensities gives

M13 = Re(u + v), M14 = Im(u + v),
M23 = Re(u − v), M24 = Im(u − v).

For the lower left block, the part of E_p′E_s′* that contains incident intensities is g|E_p|² + h|E_s|², with g = r_pp r_sp* and h = r_ps r_ss*. Inserting |E_p|² = (S0 + S1)/2 and |E_s|² = (S0 − S1)/2 gives

M31 = Re(g + h), M32 = Re(g − h),
M41 = −Im(g + h), M42 = −Im(g − h).

The squares of the upper four elements sum to 2(|u|² + |v|²), those of the lower four to 2(|g|² + |h|²). The total factorizes:

Σ = 2(|r_pp|² + |r_ss|²)(|r_ps|² + |r_sp|²). (1)

Both blocks therefore vanish if and only if both cross amplitudes vanish or both co-polarized amplitudes vanish.

**The counter-example: waves in the crystal**

Take incidence from vacuum at θ = 50°, and write q = sin θ = 0.76604, C = cos θ = 0.64279. The crystal is a transparent model with round indices n_o = 1.6 and n_e = 1.8, so ε_o = 2.56 and ε_e = 3.24. Its axis is tilted by β = 45° from the normal, at azimuth φ = 30° from the incidence plane:

c = (sin β cos φ, sin β sin φ, cos β) = (0.61237, 0.35355, 0.70711).

Measure wavevectors in units of ω/c_light. Every wave then has k = (q, 0, κ), and Maxwell's equations read k×E = H, k×H = −D. Eliminating H,

k(k·E) − k²E + εE = 0. (2)

The ordinary wave has E = k×c. This is perpendicular to both k and c, so εE = ε_o E, and (2) requires k² = ε_o:

κ_o = √(ε_o − q²) = 1.40470.

For the extraordinary wave try E = ε_o c − s k, with s = k·c. Then k·E = s(ε_o − k²) and εE = ε_o² c − ε_o s k + Δ(ε_o − s²)c. In (2) the terms along k have the coefficient s(ε_o − k²) + s k² − ε_o s = 0. The terms along c have the coefficient

−ε_o k² + ε_o² + Δ(ε_o − s²) = ε_o ε_e − (ε_o k² + Δs²),

which vanishes when k·ε·k = ε_o ε_e. Written out, this is

ε_zz κ² + 2qε_xz κ + q²ε_xx − ε_o ε_e = 0. (3)

Here it becomes 2.900κ² + 0.4511κ − 6.6425 = 0. The positive root is κ_e = 1.43766; why it is the transmitted one is shown below.

The field components needed at the surface follow from H = k×E. For both waves H_x = −κE_y. The others are

ordinary: E_x = −κ_o c_y, E_y = κ_o c_x − q c_z, H_y = −ε_o c_y;
extraordinary: E_x = ε_o c_x − q(q c_x + κ_e c_z), E_y = ε_o c_y, H_y = ε_o(κ_e c_x − q c_z).

**Matching at the surface**

In vacuum, s is along y for both beams. The p vectors are (C, 0, −q) for the incident beam and (−C, 0, −q) for the reflected one, so that (p, s, k) is right-handed each time. With incident amplitudes a and reflected amplitudes b, the surface fields are

E_x = C(a_p − b_p), H_y = a_p + b_p,
E_y = a_s + b_s, H_x = −C(a_s − b_s).

Tangential E and H are continuous. A single crystal wave therefore belongs to

a_p = (H_y + E_x/C)/2, b_p = (H_y − E_x/C)/2,
a_s = (1 + κ/C)E_y/2, b_s = (1 − κ/C)E_y/2. (4)

Label the two crystal waves o and e. A general transmitted field combines them with two amplitudes t, so a = At and b = Bt, where the columns of A and B come from (4). The reflection matrix is BA⁻¹. With d = a_p(o)a_s(e) − a_p(e)a_s(o), inverting the 2×2 matrix gives

r_pp = [b_p(o)a_s(e) − b_p(e)a_s(o)]/d,
r_ps = [b_p(e)a_p(o) − b_p(o)a_p(e)]/d,
r_sp = [b_s(o)a_s(e) − b_s(e)a_s(o)]/d,
r_ss = [b_s(e)a_p(o) − b_s(o)a_p(e)]/d.

The cross amplitudes simplify. Inserting (4), the numerator of r_ps is

[H_y(e)E_x(o) − H_y(o)E_x(e)]/(2C).

With the field components above, the bracket is ε_o c_y times

−κ_o(κ_e c_x − q c_z) + ε_o c_x − q² c_x − qκ_e c_z
= c_x(κ_o² − κ_oκ_e) + q c_z(κ_o − κ_e)
= (κ_o − κ_e)(κ_o c_x + q c_z),

where ε_o − q² = κ_o² was used. The numerator of r_sp is

E_y(o)E_y(e)[(1 − κ_o/C)(1 + κ_e/C) − (1 − κ_e/C)(1 + κ_o/C)]/4
= E_y(o)E_y(e)(κ_e − κ_o)/(2C).

Therefore

r_ps = ε_o c_y(κ_o − κ_e)(κ_o c_x + q c_z)/(2Cd),
r_sp = −ε_o c_y(κ_o − κ_e)(κ_o c_x − q c_z)/(2Cd). (5)

The factor c_y is the one demanded by the mirror; d is even in c_y.

**The numbers**

From (4), the incident amplitudes give

d = (−0.8389)(1.4647) − (0.7677)(0.5073) = −1.618.

In (5), ε_o c_y = 0.9051, κ_o − κ_e = −0.03296, κ_o c_x = 0.8602, q c_z = 0.5417 and 2Cd = −2.080. Hence

r_ps = 0.9051(−0.03296)(1.4019)/(−2.080) = 0.0201,
r_sp = −0.9051(−0.03296)(0.3185)/(−2.080) = −0.0046.

The co-polarized amplitudes are r_pp = 0.0911 and r_ss = −0.3797. The reflectance for unpolarized light, M11, is half the sum of the four squares, 0.0764. With u = 0.001832 and v = 0.001734,

M13/M11 = (u + v)/M11 = 0.0467, M23/M11 = (u − v)/M11 = 0.0013.

With g = −0.000416 and h = −0.007634,

M31/M11 = −0.105, M32/M11 = 0.094.

The root of the sum in (1), divided by M11, is 0.149. An achiral crystal has produced both off-diagonal blocks. All amplitudes are real here, so M14, M24, M41 and M42 vanish.

Those four elements are no safer as evidence of chirality. Give the same crystal absorption, n_o = 1.6 + 0.1i and n_e = 1.8 + 0.2i. The same formulas, with the roots κ that decay into the crystal, yield M14/M11 = 0.009, M24/M11 = −0.008, M41/M11 = 0.019 and M42/M11 = −0.021. All eight block elements are now nonzero, without any chiral term in the response.

**The general statement**

Let the crystal be transparent, with ε_o and ε_e unequal and both greater than 1, and let light arrive from vacuum at an angle below 90°. Then r_ps and r_sp vanish together if and only if one of these holds:

(i) c lies in the incidence plane;
(ii) c is perpendicular to the incidence plane;
(iii) incidence is normal and c_x = 0.

In all other cases at least one off-diagonal block element is nonzero, unless r_pp and r_ss both vanish. Tilting the axis out of the incidence plane is thus sufficient at oblique incidence only if the tilt does not take it all the way to y.

In each listed case a mirror plane contains the beams and leaves the crystal unchanged. For (i) and (ii) it is the xz plane. For (iii) it is the yz plane, which contains both the axis and the normal beam. This proves that the cross amplitudes vanish there. The converse needs (5), and (5) needs three facts.

First, the positive root of (3) is the transmitted wave. Since q < 1 and both permittivities exceed 1, q²ε_xx is less than ε_o ε_e. The constant term of (3) is negative and ε_zz is positive, so there is one positive and one negative root. The energy flux is proportional to

E×H = kE² − E(k·E).

Inserting E = ε_o c − s k, then using ε_o(k² − ε_o) = Δ(ε_o − s²), which is the dispersion relation rearranged, gives

E×H = ε_o(ε_o − s²)k − ε_o s(ε_o − k²)c = (ε_o − s²) εk.

Because s² ≤ k², the relation ε_o k² + Δs² = ε_o ε_e implies ε_e s² ≤ ε_o ε_e, so s² ≤ ε_o, with equality only for k parallel to c. The z component of εk is ε_zz κ + qε_xz, which at the positive root is plus half the square root of the discriminant of (3). Energy flows inward, as required.

Second, κ_o ≠ κ_e whenever c_y ≠ 0. If the roots coincided, k_o would satisfy the extraordinary relation:

ε_o² + Δ(k_o·c)² = ε_o ε_e, hence (k_o·c)² = ε_o = k_o².

For real vectors this means c parallel to k_o, which lies in the incidence plane.

Third, d ≠ 0 whenever c_y ≠ 0, which makes both wave fields nonzero and their roots distinct. (For c parallel to k_o both trial fields vanish, and so does d.) If d were zero, some nonzero transmitted field would exist without an incident beam. The vacuum side would then carry no energy toward the crystal. Inside the crystal, the interference of the two waves contributes a flux proportional to exp[i(κ_o − κ_e)z]. Flux is conserved in a transparent medium, so this varying term must be zero, and the two positive fluxes add to an inward flow. The two sides disagree, so d cannot vanish.

Now let c_y ≠ 0. By (5), both cross amplitudes vanish only if κ_o c_x + q c_z = 0 and κ_o c_x − q c_z = 0. Adding and subtracting, κ_o c_x = 0 and q c_z = 0. Since κ_o > 0, c_x = 0. At oblique incidence c_z = 0 as well, which is case (ii). At normal incidence c_z is free, which is case (iii). This completes the proof.

Now let both permittivities have positive imaginary parts. Then (5) remains valid as long as κ_o ≠ κ_e. For distinct roots and c_y ≠ 0 the determinant d still cannot vanish: a nonzero transmitted field decays into the crystal and is absorbed there, which requires an inward flux through the surface, and without an incident beam the vacuum side supplies none. The argument from (5) in the preceding paragraph then applies unchanged, because κ_o ≠ 0. Coincident roots with c_y ≠ 0 are then no longer excluded, since k_o is complex; such directions need a separate treatment.

**One amplitude can vanish alone**

If κ_o c_x = q c_z, the ordinary wave has E_y = 0. Incident p light then excites that wave alone, and no s light is reflected. In the transparent example this happens at

cos φ = q/(κ_o tan β) = 0.76604/1.40470, φ = 56.95°.

There r_sp = 0 but r_ps = 0.0258, and the root of Σ divided by M11 is 0.181. A null in one cross amplitude does not signal a mirror-symmetric setting.

**Normal incidence**

At q = 0 the result can be found without (5). The crystal's surface has two principal directions, along and across the projection of c. Their reflection coefficients are ρ_e = (1 − κ_e)/(1 + κ_e) and ρ_o = (1 − κ_o)/(1 + κ_o). An incident unit field along y has components sin φ along the projection and cos φ across it. The reflected x component is (ρ_e − ρ_o) sin φ cos φ, and the reflected p vector points along −x, so

r_ps = (ρ_o − ρ_e) sin φ cos φ.

Setting q = 0 and C = 1 in (5) gives the same expression. Here the cross amplitude is ordinary birefringence seen in axes that are not the crystal's own.

**What a chiral medium does instead**

For comparison, take an isotropic chiral half-space,

D = εE + iχH, B = H − iχE, n = √ε.

Its waves are circular: H = −iσnE with σ = ±1 satisfies both Maxwell equations if k×E = −iσN E, where N = n + σχ. Let γ_σ = κ/N be the cosine of the refraction angle. Normalizing to E_y = 1 gives E_x = −iσγ_σ, H_y = −iσn and H_x = −nγ_σ, so

a_p = −iσ(n + γ_σ/C)/2, b_p = −iσ(n − γ_σ/C)/2,
a_s = (1 + nγ_σ/C)/2, b_s = (1 − nγ_σ/C)/2.

Using the two circular waves in place of o and e, the same determinants yield

r_ps = −r_sp = n(γ_+ − γ_−)/(2Cd).

To first order in χ, γ_+ − γ_− = 2χq²/(n³γ) and d = −i(n + γ/C)(1 + nγ/C)/2, where γ is the cosine at χ = 0. Thus

r_ps = 2iχq²C/[n²γ(nC + γ)(C + nγ)].

For n = 1.6, θ = 50° and χ = 10⁻⁴, its magnitude is 8.6×10⁻⁶. The achiral transparent crystal gave a value about 2300 times larger. Solving |r_ps(φ)| = 8.6×10⁻⁶ numerically for that crystal, with its tilt kept at 45°, gives φ = 0.011°. An azimuth error of that size imitates the magnitude of this chiral signal.

The relation r_ps = −r_sp is not a signature of chirality either: setting c_z = 0 in (5) gives it for an achiral crystal with its axis in the surface. In transparent half-spaces whose refractive indices all exceed 1, the phases do differ, since the crystal's cross amplitudes are real and the chiral ones imaginary. Absorption makes the crystal's amplitudes complex, and this simple distinction is lost.

**Rotating the sample**

The opening symmetry supplies a better comparison. Rotating the sample about its normal changes φ at fixed β, and φ → −φ reverses c_y. All eight block elements are odd in φ, while M11 is even. For the absorbing crystal, M13/M11 is −0.051, 0 and 0.051 at φ = −30°, 0° and 30°. It is 0.021 at 60° and −0.065 at 90°, so its sign alone does not tell the sign of c_y. Over a full turn, every normalized block element averages to zero.

Now add the chiral coupling χ = 10⁻⁴ to the same absorbing crystal. Its waves were found by numerical diagonalization of Maxwell's equations, matched at the surface, and averaged over 24 azimuths spaced by 15° and placed symmetrically about φ = 0. The largest averaged block element, relative to M11, is 3.9×10⁻⁵. Without χ the average vanishes by symmetry.

This separation relies on the achiral response being fixed by a uniaxial ε alone. The plane containing c and the surface normal is then a mirror plane of that response, whatever the tilt. A uniaxial ε does not guarantee this for a real crystal. Achiral crystals of class −42m are uniaxial but admit a tensor coupling D = εE + iχH, B = H − iχᵀE with χ = χ₀(a aᵀ − b bᵀ), where a and b are orthogonal unit vectors perpendicular to c; this χ is unchanged by the improper fourfold rotation about c. Added to the absorbing crystal with χ₀ = 10⁻⁴ and a in the plane of c and the normal, it leaves a largest averaged element of 9×10⁻⁶ without any chirality. A crystal of lower symmetry, cut in a general direction, need not have the mirror plane either: for an achiral biaxial crystal with principal indices 1.6 + 0.1i, 1.7 + 0.3i and 1.8 + 0.2i, one general orientation gives a largest averaged element of 3×10⁻³, far above the chiral value. A nonzero average is therefore not by itself proof of chirality. What nonzero off-diagonal blocks establish, for a reflection described by a single Jones matrix, is that the sample and the beams together lack mirror symmetry in the incidence plane. Whether the material itself is chiral is a separate question.

Numbers in the example were calculated in double precision.
